# The Griffith Fracture Stress of a Cracked Monolayer

Suppose that a stretched monolayer contains a sharp crack, and that its safe load is to be found by comparing the largest stress with the strength of the perfect sheet. Linear elasticity gives an infinite stress at the tip, so this rule predicts failure under any tension, however small. Using the average stress instead errs the other way, because it ignores the crack altogether. Neither rule gives a fracture load that depends sensibly on crack length. An energy balance does: a crack can grow when the elastic energy set free pays for the new edges.

## Setting

The sheet lies in the $xy$ plane. Membrane stresses $s_{ij}$ are forces per length, so no thickness is needed. With two-dimensional Young modulus $Y$ and Poisson ratio $\nu$, Hooke's law for the strains $e_{ij}$ reads

$$Ye_{xx}=s_{xx}-\nu s_{yy},\quad Ye_{yy}=s_{yy}-\nu s_{xx},\quad Ye_{xy}=(1+\nu)s_{xy}.$$

The assumptions are these.

1. The sheet is flat, linearly elastic and isotropic in its plane.
2. A straight crack occupies $|x|<a$, $y=0$. Its faces carry no traction, and the sheet is much larger than $a$.
3. Far away $s_{xx}=s_{yy}=\sigma>0$ and $s_{xy}=0$.
4. Separation creates two edges with energies $\gamma_1,\gamma_2$ per length, independent of load and crack length. Their sum is $\Gamma=\gamma_1+\gamma_2$.

A threefold axis normal to the sheet suffices for isotropy. The strain consists of $e_0=e_{xx}+e_{yy}$, which rotations leave alone, and $e_2=e_{xx}-e_{yy}+2ie_{xy}$, which gains a phase of twice the rotation angle. The quadratic energy can contain $e_0^2$, $|e_2|^2$, and the real parts of multiples of $e_0e_2$ and $e_2^2$. Under a turn of $120^\circ$ the last two gain phases of $240^\circ$ and $480^\circ$, neither a whole number of turns, so their coefficients vanish. The two remaining terms are isotropic.

**Theorem.** Under assumptions 1–4, the total energy is stationary with respect to crack length at the tension

$$\boxed{\sigma_f=\sqrt{\frac{\Gamma Y}{\pi a}}},\qquad \sigma_f=\sqrt{\frac{2\gamma Y}{\pi a}}\ \text{ if }\gamma_1=\gamma_2=\gamma.$$

The stationary point is a maximum. Below $\sigma_f$ a small extension costs energy; above it, extension releases energy.

## Lemma 1: the field of the crack

Let $z=x+iy$ and

$$Z(z)=\frac{\sigma z}{\sqrt{z^2-a^2}},\qquad \hat Z(z)=\sigma\sqrt{z^2-a^2},\qquad \hat Z'=Z,$$

with the root cut along the crack and approaching $z$ far away. The stresses are

$$s_{xx}=\mathrm{Re}Z-y\,\mathrm{Im}Z',\quad s_{yy}=\mathrm{Re}Z+y\,\mathrm{Im}Z',\quad s_{xy}=-y\,\mathrm{Re}Z',$$

and the displacements are

$$Yu=(1-\nu)\mathrm{Re}\hat Z-(1+\nu)y\,\mathrm{Im}Z,$$
$$Yv=2\,\mathrm{Im}\hat Z-(1+\nu)y\,\mathrm{Re}Z.$$

*Proof.* For an analytic function, $\partial_xZ=Z'$ and $\partial_yZ=iZ'$. Hence $\partial_y\mathrm{Re}Z=-\mathrm{Im}Z'$ and $\partial_y\mathrm{Im}Z=\mathrm{Re}Z'$. The forces balance:

$$\partial_xs_{xx}+\partial_ys_{xy}=\mathrm{Re}Z'-y\,\mathrm{Im}Z''-\mathrm{Re}Z'+y\,\mathrm{Im}Z''=0,$$
$$\partial_xs_{xy}+\partial_ys_{yy}=-y\,\mathrm{Re}Z''-\mathrm{Im}Z'+\mathrm{Im}Z'+y\,\mathrm{Re}Z''=0.$$

Differentiating the displacements gives

$$Y\partial_xu=(1-\nu)\mathrm{Re}Z-(1+\nu)y\,\mathrm{Im}Z'=s_{xx}-\nu s_{yy},$$
$$Y\partial_yv=2\mathrm{Re}Z-(1+\nu)(\mathrm{Re}Z-y\,\mathrm{Im}Z')=s_{yy}-\nu s_{xx}.$$

For the shear,

$$Y\partial_yu=-2\,\mathrm{Im}Z-(1+\nu)y\,\mathrm{Re}Z',$$
$$Y\partial_xv=2\,\mathrm{Im}Z-(1+\nu)y\,\mathrm{Re}Z'.$$

Their sum is $-2(1+\nu)y\,\mathrm{Re}Z'=2(1+\nu)s_{xy}$, as Hooke's law requires.

On the upper and lower faces the root equals $\pm i\sqrt{a^2-x^2}$. Thus $Z$ is imaginary there, and the terms containing $y$ vanish, so $s_{yy}=s_{xy}=0$. Far away $Z\to\sigma$ and $yZ'\to0$, which gives the prescribed tension. ∎

At the faces $v=\pm(2\sigma/Y)\sqrt{a^2-x^2}$. The crack therefore opens by

$$\delta(x)=v(x,0^+)-v(x,0^-)=\frac{4\sigma}{Y}\sqrt{a^2-x^2}.$$

## Lemma 2: the sheet stays taut

Under equal biaxial tension neither principal stress is negative anywhere.

*Proof.* The mean normal stress is $\mathrm{Re}Z$. Half the normal-stress difference is $-y\,\mathrm{Im}Z'$ and the shear is $-y\,\mathrm{Re}Z'$, so the principal stresses are $\mathrm{Re}Z\pm|yZ'|$. Put $z=a\cosh(\xi+i\eta)$ with $\xi>0$, and define

$$S=|\sinh(\xi+i\eta)|^2=\sinh^2\xi+\sin^2\eta.$$

Then $Z=\sigma\coth(\xi+i\eta)$, $y=a\sinh\xi\sin\eta$ and $|Z'|=\sigma/(aS^{3/2})$. Consequently

$$\mathrm{Re}Z=\frac{\sigma\sinh\xi\cosh\xi}{S},\qquad |yZ'|=\frac{\sigma\sinh\xi|\sin\eta|}{S^{3/2}},$$

$$\mathrm{Re}Z-|yZ'|=\frac{\sigma\sinh\xi}{S^{3/2}}\left(\cosh\xi\sqrt S-|\sin\eta|\right)\ge0,$$

because $\cosh\xi\ge1$ and $\sqrt S\ge|\sin\eta|$. ∎

This matters because a monolayer bends easily. The margin is zero: the smaller principal stress vanishes on the faces, and if the far stress parallel to the crack is $\lambda\sigma$ with $\lambda<1$, the flanks carry compression $-(1-\lambda)\sigma$. If the far tension acts across the crack alone, a uniform stress $-\sigma$ parallel to the crack must be added to the field. The flanks, where $s_{xx}$ was zero, then carry compression $-\sigma$. A free sheet may buckle there, and the theorem applies to that loading if the sheet is held flat.

## Lemma 3: the elastic energy released

Opening the crack in the stretched sheet lowers the potential energy, meaning stored elastic energy minus the work of the outer loads, by

$$R(a)=\frac{\pi\sigma^2a^2}{Y}.$$

*Proof.* Cut the sheet along $|x|<a$, but first hold the faces together with the tractions $\sigma$ that the intact sheet supplied. Nothing moves. Now reduce these tractions slowly to $(1-\mu)\sigma$, with $\mu$ running from 0 to 1. By linearity the field is $1-\mu$ times the uncracked field plus $\mu$ times that of Lemma 1, so the opening is $\mu\delta$.

The holding tractions pull against the opening. Their work on the sheet is negative, and the energy extracted is

$$R=\int_{-a}^{a}dx\int_0^1(1-\mu)\sigma\,\delta(x)\,d\mu=\frac{\sigma}{2}\int_{-a}^{a}\delta(x)\,dx.$$

The integral of $\sqrt{a^2-x^2}$ is half the area of a circle of radius $a$, namely $\pi a^2/2$. Therefore

$$R=\frac{\sigma}{2}\,\frac{4\sigma}{Y}\,\frac{\pi a^2}{2}=\frac{\pi\sigma^2a^2}{Y}.\qquad∎$$

**Remark: fixed grips or constant load.** Collect the outer forces in a vector $F$ and their conjugate extensions in $\Delta=C(a)F$, where $C$ is the symmetric compliance matrix. With the grips fixed, the potential energy is the stored energy $U=\frac12\Delta^TC^{-1}\Delta$. Since $(C^{-1})'=-C^{-1}C'C^{-1}$,

$$-\frac{dU}{da}=\frac12F^TC'F.$$

At constant load, $U=\frac12F^TCF$ and the potential energy is $U-F^T\Delta=-\frac12F^TCF$. Its release rate is again $\frac12F^TC'F$. The stored energy now rises at that rate, and the loads supply twice as much. The fracture condition at a given force is thus the same in both cases. What happens after growth begins may differ in a finite sheet, because fixed grips lose force.

## Proof of the theorem

Each new edge has length $2a$, so the edges cost $2a\gamma_1+2a\gamma_2=2a\Gamma$. Relative to the uncracked sheet under the same load, the total energy is

$$\mathcal E(a)=2a\Gamma-\frac{\pi\sigma^2a^2}{Y}.$$

Its derivatives at fixed $\sigma$ are

$$\frac{d\mathcal E}{da}=2\Gamma-\frac{2\pi\sigma^2a}{Y},\qquad \frac{d^2\mathcal E}{da^2}=-\frac{2\pi\sigma^2}{Y}<0.$$

Setting the first to zero gives $\sigma^2=\Gamma Y/(\pi a)$. The negative second derivative makes this a maximum. The first derivative is positive for $\sigma<\sigma_f$ and negative for $\sigma>\sigma_f$, which proves the remaining statements. ∎

The edge cost grows as $a$, while the release grows as $a^2$. A short crack therefore resists extension, and a long one runs away at constant far tension. At the balance point $R=a\Gamma$, half the edge cost. It is the marginal energies that balance there, not the totals.

If a thin slab of thickness $h$ has three-dimensional Young modulus $Y/h$ and surface energy $\gamma/h$, dividing $\sigma_f$ by $h$ gives $\sqrt{2(\gamma/h)(Y/h)/(\pi a)}$. This is the usual plane-stress Griffith result. The membrane form avoids assigning a thickness to the monolayer.

## The condition at one tip

At a small distance $r$ ahead of the right tip, $z^2-a^2\approx2ar$, so

$$s_{yy}\approx\frac{K}{\sqrt{2\pi r}},\qquad K=\sigma\sqrt{\pi a}.$$

At a distance $\rho$ behind the tip, the opening is $\delta\approx(4K/Y)\sqrt{2\rho/\pi}$. If the tip advances by $d$, the stress formerly at $r$ relaxes while an opening with $\rho=d-r$ appears. The energy released per advance is

$$\frac1{2d}\int_0^d\frac{K}{\sqrt{2\pi r}}\,\frac{4K}{Y}\sqrt{\frac{2(d-r)}{\pi}}\,dr
=\frac{2K^2}{\pi Yd}\int_0^d\sqrt{\frac{d-r}{r}}\,dr=\frac{K^2}{Y}.$$

The substitution $r=d\sin^2t$ makes the last integral $\pi d/2$. Fracture balance at one tip is thus $K^2/Y=\Gamma$. A uniform stress parallel to the crack changes neither the face traction nor the opening, and so leaves this condition unchanged.

The local form also treats neighbours. For equal cracks in a straight row with centre spacing $W$, replace $Z$ by

$$Z_W=\frac{\sigma\sin(\pi z/W)}{\sqrt{\sin^2(\pi z/W)-\sin^2(\pi a/W)}}.$$

It is imaginary on every crack face and tends to $\sigma$ far from the row. Near a tip the expression under the root becomes $(2\pi r/W)\sin(\pi a/W)\cos(\pi a/W)$. Comparison with $K/\sqrt{2\pi r}$ gives $K^2=\sigma^2W\tan(\pi a/W)$, and hence

$$\sigma_W=\sqrt{\frac{\Gamma Y}{W\tan(\pi a/W)}}.$$

For $W\gg a$ this returns to the theorem. As $2a\to W$ the uncracked ligaments vanish and so does the fracture tension.

## Example: a quintuple layer of Bi₂Te₃

A single quintuple layer consists of five bonded atomic planes and has the threefold axis used above. The inputs are rough assumed values: $Y=50$ N/m, $\nu=0.25$, and 3 eV/nm for each edge. The crack has $a=50$ nm, a total length of 100 nm. Then $\Gamma=6$ eV/nm $=0.961$ nN, and

$$\sigma_f=\sqrt{\frac{(0.961\ \text{nN})(50\ \text{N/m})}{\pi(50\ \text{nm})}}=0.553\ \text{N/m}.$$

Divided by a nominal thickness of 1 nm, this is 0.55 GPa. The far biaxial strain is $(1-\nu)\sigma_f/Y=0.83\%$, and the crack opens by $4\sigma_fa/Y=2.2$ nm at its centre. The edges cost 600 eV and the elastic release is 300 eV, leaving a total energy of 300 eV at the maximum. With the other inputs fixed, $a=10$ nm gives 1.24 N/m and $a=200$ nm gives 0.277 N/m.

## Where the continuum result loses accuracy

**Large strain at the tip.** Ahead of the crack the two normal stresses are equal. I take 5% strain as the limit of linear response, which corresponds to a stress $s_*=0.05\,Y/(1-\nu)=3.33$ N/m. Setting $\sigma_fx/\sqrt{x^2-a^2}=s_*$ gives

$$x-a=a\left[\frac1{\sqrt{1-\sigma_f^2/s_*^2}}-1\right]=0.70\ \text{nm},$$

or 1.4% of $a$. This is the distance straight ahead of the tip within which the linear solution exceeds its chosen limit, not a computed nonlinear zone. Off the crack line the region reaches farther: the largest principal strain of the linear solution exceeds 5% out to about 1.8 nm from the tip, at roughly $70^\circ$ from the crack direction. Both distances are comparable to the 1 nm thickness and span only a few lattice spacings, so the membrane description is itself unreliable within them. Straight ahead, the near-tip law gives $K^2/(2\pi s_*^2)=0.69$ nm. At fracture $K^2=\Gamma Y$, so this estimate does not depend on $a$, and short cracks suffer more. If the uncracked sheet fails at an assumed 5 N/m, $\sigma_f$ reaches that strength at $a=\Gamma Y/[\pi(5\ \text{N/m})^2]=0.61$ nm. Near this atomic scale the formula marks a crossover and should not be used for a precise load.

**Neighbouring cracks.** A row with $W=1000$ nm lowers the fracture tension to 0.551 N/m, by 0.4% relative to the isolated crack. At $W=200$ nm, $\tan(\pi a/W)=1$, and the factor $\sqrt{\pi a/W}=0.89$ represents an 11% reduction.

**Thermal crossing.** Below $\sigma_f$, the energy maximum lies at $a_c=\Gamma Y/(\pi\sigma^2)>a$. Substituting $\pi\sigma^2/Y=\Gamma/a_c$ into $\mathcal E$ gives the barrier

$$B=\mathcal E(a_c)-\mathcal E(a)=\Gamma a_c-2\Gamma a+\frac{\Gamma a^2}{a_c}=\frac{\Gamma(a_c-a)^2}{a_c}.$$

Let crossings occur at a rate $f_0e^{-B/k_BT}$, with an assumed $f_0=10^{12}$ s$^{-1}$. One expected crossing during a hold time $t$ requires $B=k_BT\ln(f_0t)$. For one hour at 300 K this is 0.926 eV. With $\beta=B/\Gamma$, the barrier equation becomes $a_c^2-(2a+\beta)a_c+a^2=0$. Its root above $a$ is

$$a_c=a+\frac\beta2+\sqrt{a\beta+\frac{\beta^2}{4}}=52.9\ \text{nm}.$$

The corresponding tension is $\sigma_f\sqrt{a/a_c}=0.538$ N/m, 2.7% below $\sigma_f$. This estimate uses the smooth continuum barrier and neglects atomic trapping. It also assumes that the crack cannot close below its starting length. In the smooth model a crack shorter than $a_c$ lowers its energy by closing, so the starting state is held only if the existing edges cannot rebond, for example because they have reconstructed or reacted.

**Lattice trapping.** Energy balance permits growth, but the next bond may still hold. To size this effect in an extreme model, take a triangular lattice of linear springs that snap abruptly. Spring constant, spacing and breaking stretch are set to one. A cut removes 120 consecutive bonds crossing a straight line, giving $a=30$ spacings. The equilibrium equations were solved with the lattice Green function in a periodic $1024\times1024$ cell at fixed mean biaxial strain.

Here $Y=2/\sqrt3$. Two bonds cross the line per spacing, each storing energy $1/2$ when it breaks, so $\Gamma=1$. Equating the energy released by removing the next two bonds to their breaking energy gives a nominal stress of 0.1104, meaning the stress of the intact lattice at that mean strain. The cracked cell carries a mean stress across the crack line about 0.7% lower, so this comparison is good to about 1%. The theorem gives 0.1102 at the midpoint of that step, $a=30.25$. Yet the next bond reaches its breaking stretch only at 1.93 times the lattice balance stress.

The sign of this gap follows from one bond. Removing it frees its own energy and also lets the surrounding lattice relax, which frees more. Energy balance is therefore met while the bond is still below its breaking stretch. Multiplying the example by 1.93 gives 1.07 N/m. That number illustrates trapping for one crack direction in a lattice of abruptly snapping springs; it is not a prediction for Bi₂Te₃, whose bond-breaking law is not modelled here.

## Reading the result for a real layer

The modulus and edge energy in the example are assumed values, so a real layer needs its own. The edge energy depends on edge direction, termination and chemical environment. Since $\sigma_f\propto\sqrt\Gamma$, a 30% reduction of $\Gamma$ at fixed $Y$ and $a$ lowers the fracture tension by 16%, from 0.55 to about 0.46 N/m. A layer bonded to a substrate is not the free-standing sheet assumed here: the substrate can carry load and restrain the opening. The present model does not give the size of that change.

For a suspended, flat layer under equal biaxial strain $e$, substituting $\sigma=Ye/(1-\nu)$ gives the half-length at energy balance:

$$a_{\max}=\frac{\Gamma(1-\nu)^2}{\pi Ye^2}.$$

Doubling the design strain reduces the tolerable crack length by a factor of four. This rule requires an isolated sharp crack that is much longer than the tip zone and much shorter than its distance from the layer's edges. It does not cover a crack that starts at an edge. It also needs a margin for thermal crossing and for the uncertainty in $\Gamma$. Trapping may raise the actual failure load, but a design should not rely on that increase unless it is known for the material and temperature concerned.
